# Third Zemach moment and the (Zα)^5 nuclear-size shift of S levels, part 2

A lepton of charge \(-e\) and reduced mass \(m\) is bound to a static, spherical, rigid nucleus of charge \(Ze\) and size \(R\), in units \(\hbar=c=1\). We seek the finite-size shift \(\Delta E\) of the \(nS\) levels, with \(\kappa=Z\alpha m\), \(x=\kappa R\ll1\) and \(\phi^2\equiv|\phi_n(0)|^2=\kappa^3/(\pi n^3)\).

The charge density \(\rho\) is normalized to one, with \(p=4\pi r^2\rho\), moments \(\langle r^k\rangle=\int_0^\infty p\,r^k\,dr\) and Fourier transform \(G(q)=\int_0^\infty p(r)\,j_0(qr)\,dr\), where \(j_0(y)=\sin y/y\). The third Zemach moment is
\[ \langle r^3\rangle_{(2)}=\iint\rho(r)\,\rho(s)\,|\mathbf r-\mathbf s|^3\,d^3r\,d^3s. \tag{2} \]
The shift is
\[ \Delta E=\frac{2}{3}\frac{(Z\alpha)^4m^3}{n^3}\langle r^2\rangle-\frac{(Z\alpha)^5m^4}{3n^3}\langle r^3\rangle_{(2)}+O\big((Z\alpha)^2m\,x^4\ln x\big). \tag{4} \]
Its second term is Friar's.

The perturbation \(\delta V\) is the extended-nucleus potential minus the point one:
\[ \int r^k\,\delta V\,d^3r=4\pi Z\alpha\int_0^\infty ds\,p(s)\int_0^s\Big(r^{k+1}-\frac{r^{k+2}}{s}\Big)dr=\frac{4\pi Z\alpha\,\langle r^{k+2}\rangle}{(k+2)(k+3)}. \tag{7} \]
With \(A=\int\delta V\,d^3r\), the leading shift is \(\phi^2A\). First order gives
\[ E_1=\phi^2\Big[\frac{2\pi}{3}Z\alpha\langle r^2\rangle-\frac{2\pi}{3}m(Z\alpha)^2\langle r^3\rangle\Big]+\dots \tag{9} \]
whose second term is the cusp term. Second order gives
\[ E_2=-\frac{\pi}{3}m(Z\alpha)^2\phi^2\big[\langle r^3\rangle_{(2)}-2\langle r^3\rangle\big]. \tag{16} \]
The \((Z\alpha)^5\) sum is
\[ \Delta E^{(5)}=-\frac{\pi}{3}m(Z\alpha)^2\phi^2\langle r^3\rangle_{(2)}=-\frac{(Z\alpha)^5m^4}{3n^3}\langle r^3\rangle_{(2)}. \tag{17} \]
The leading logarithm among the neglected terms, relative to \(\phi^2A\), is
\[ \frac{m\kappa}{\pi}A\ln x=\frac23\kappa^2\langle r^2\rangle\ln x. \tag{18} \]

In momentum space, with \(N(q)\) the transform of \(\phi^2e^{-2\kappa r}\), which approximates \(|\phi_n|^2\) near the nucleus,
\[ E_2=\phi^2\int_0^\infty\frac{q^2dq}{2\pi^2}\,\frac{-2m}{q^2}\,\frac{16\pi^2(Z\alpha)^2(1-G)^2}{q^4}=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{(1-G)^2}{q^4}\,dq. \tag{21} \]
\[ N(q)=\frac{16\pi\kappa\,\phi^2}{(q^2+4\kappa^2)^2},\qquad E_1=\int\frac{d^3q}{(2\pi)^3}N(q)\,\delta V(q). \tag{22} \]
\[ E_1-\phi^2A=\frac{16\pi\kappa\phi^2\cdot4\pi Z\alpha}{2\pi^2}\int_0^\infty\frac{dq}{q^2}\Big[\frac{1-G}{q^2}-\frac{\langle r^2\rangle}{6}\Big]=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{dq}{q^4}\Big[2G-2+\frac{q^2\langle r^2\rangle}{3}\Big]. \tag{23} \]
\[ \Delta E^{(5)}=-16m(Z\alpha)^2\phi^2\int_0^\infty\frac{dq}{q^4}\Big[G^2(q)-1+\frac{q^2\langle r^2\rangle}{3}\Big]. \tag{24} \]

For a uniform sphere of radius \(R\), \(\langle r^2\rangle=3R^2/5\), \(\langle r^3\rangle=R^3/2\) and \(\langle r^3\rangle_{(2)}=\frac{32}{21}R^3\). In units of \((Z\alpha)^2m\,x^3/(3n^3)\), the cusp term is \(-1\), the second-order term \(-11/21\) and the total \(-32/21\). The ratio of Friar's term to the leading term is \(-(80/63)x\), and the coefficient of \(x^2\ln x\) in (18) is \(2/5\).

### Equivalence of the two forms

Let \(\rho_{(2)}\) be the distribution of \(\mathbf d=\mathbf r-\mathbf s\). Since \(\rho\) is even in its vector argument, \(\rho_{(2)}\) is the convolution of \(\rho\) with itself and its transform is \(G^2\). It is normalized to one, its third moment is (2), and its second moment is \(\langle r^2+s^2-2\mathbf r\cdot\mathbf s\rangle=2\langle r^2\rangle\), the cross term averaging to zero. Therefore
\[ G^2-1+\frac{q^2\langle r^2\rangle}{3}=\int\rho_{(2)}(d)\Big[j_0(qd)-1+\frac{q^2d^2}{6}\Big]d^3d. \tag{25} \]
The bracket is \(h(y)/y\) with \(y=qd\) and \(h=\sin y-y+y^3/6\). The function \(h\) is non-negative, because \(h'''=1-\cos y\ge0\) and \(h,h',h''\) vanish at zero, so the order of integration may be exchanged. The \(q\) integral is \(d^3\int_0^\infty h\,y^{-5}dy\). Four integrations by parts use \(h'=\cos y-1+y^2/2\), \(h''=y-\sin y\), \(h'''=1-\cos y\), \(h''''=\sin y\). The boundary terms \(hy^{-4}\), \(h'y^{-3}\), \(h''y^{-2}\), \(h'''y^{-1}\) vanish as \(y\) at zero and as \(1/y\) at infinity. So
\[ \int_0^\infty\frac{h}{y^5}\,dy=\frac{1}{4\cdot3\cdot2\cdot1}\int_0^\infty\frac{\sin y}{y}\,dy=\frac{\pi}{48}, \tag{26} \]
where the last integral is the limit \(\epsilon\to0\) of \(\int_0^\infty e^{-\epsilon y}\sin y\,dy/y=\arctan(1/\epsilon)\). Averaging \(\pi d^3/48\) over \(\rho_{(2)}\),
\[ \langle r^3\rangle_{(2)}=\frac{48}{\pi}\int_0^\infty\frac{dq}{q^4}\Big[G^2-1+\frac{q^2\langle r^2\rangle}{3}\Big], \tag{27} \]
and \(16\cdot\pi/48=\pi/3\) turns (24) into (17). The same step with \(\rho\) in place of \(\rho_{(2)}\) turns (23) into the cusp term of (9).

### Relativistic lepton and limits of validity

The momenta in (24) are \(q\sim1/R\), which exceed \(m\) when \(mR<1\), as for an electron. The nonrelativistic denominator nevertheless survives in a static potential. The argument counts powers of \(Z\alpha\) at fixed \(mR\). A static field transfers no energy, so the free Dirac resolvent is needed at \(E=m\), up to the binding energy. Because \((\boldsymbol\alpha\cdot\mathbf q+\beta m)^2=q^2+m^2\),
\[ \frac{1}{m-\boldsymbol\alpha\cdot\mathbf q-\beta m}=\frac{m+\beta m+\boldsymbol\alpha\cdot\mathbf q}{-q^2}. \tag{28} \]
At lowest order the bound state near the nucleus is a constant spinor with upper components only, \(\beta=+1\). Between such spinors the off-diagonal matrix \(\boldsymbol\alpha\) has no matrix element, and (28) equals \(-2m/q^2\) for all \(q\). This element governs both (21) and (23): the tail \(16\pi\kappa\phi^2/q^4\) of \(N\) is \(2\phi^2(-2m/q^2)(-4\pi Z\alpha/q^2)\), one point-Coulomb exchange on either side of \(\delta V\). The lower component generated by \(\boldsymbol\alpha\cdot\mathbf q\) is of relative size \(Z\alpha\) and enters the density squared. The point-Coulomb Dirac S\(_{1/2}\) function behaves as \(r^{\gamma-1}\) with \(\gamma=\sqrt{1-(Z\alpha)^2}\), which multiplies the density by \(1-(Z\alpha)^2\ln(\kappa r)+\dots\). Relativistic corrections thus begin at \((Z\alpha)^2\ln x\) relative to the leading term, and the \((Z\alpha)^5\) coefficient is that of (17) for any \(mR\). Whether Friar's term, of relative size \(Z\alpha\,mR\), is the largest correction depends on whether \(mR\) is large compared with \(Z\alpha|\ln x|\).

Equation (17) fails as an approximation when \(x\) approaches one. It requires a finite \(\langle r^3\rangle_{(2)}\), and the error estimate requires a finite \(\langle r^4\rangle\). It is the contribution of two exchanges with the nucleus in its ground state between them. Excited nuclear intermediate states, the polarizability, also carry two exchanges and the factor \(\phi^2\), so they enter at the same order \(\alpha^5\), with a dependence on \(Z\) that also involves the nuclear excitation strengths, and must be added separately for a real atom.

### Numerical check

The numerical check tests (7) for \(k=0\) and \(k=1\), (16), (21), (23) and (27) for uniform, Gaussian and exponential densities by radial quadrature of \(\delta V\) against moments and against the \(q\) integrals, to relative accuracy \(10^{-7}\) or better. It also finds eigenvalues for the uniform sphere without perturbation theory, by matching a power series inside \(R\) to the decaying confluent hypergeometric solution outside. At \(x=10^{-6}\) and \(n=1,2,3\) the coefficients of \(x^3/(3n^3)\) are \(-1.00000\) from first order, \(-0.52382\) from the exact shift minus first order, and \(-1.52382\) in total, against \(32/21=1.523810\). The 1S logarithmic coefficient is \(0.4000\), and the 2P shift scales as \(x^{3.9997}\). The Dirac equation at \(Z\alpha=10^{-7}\) gives \(-1.52381\) for \(mR=1\) and 5, and \(-1.52368\) for \(mR=0.02\), all within the asserted relative tolerance \(10^{-3}\). The small deviation at \(mR=0.02\) has the sign and rough size of the \((Z\alpha)^2\ln x\) term; that attribution is an estimate and is not tested.

### Example: muonic fluorine

Take a muon bound to \({}^{19}\)F, \(Z=9\), a spin-½ nucleus with no quadrupole moment. The level of theory is the Schrödinger equation with reduced mass and a uniform sphere. The nuclear inputs are rough: \(M\approx19\) u \(=17698\) MeV and \(r_{\rm rms}\approx2.9\) fm. With a two-figure radius only two figures of the leading shift mean anything for the real atom; the further digits serve to compare approximations within the model.

The parameters are \(Z\alpha=0.065676\) and
\[ m=\frac{105.6584\times17698}{105.6584+17698}=105.0313\ \text{MeV},\qquad \kappa=\frac{0.065676\times105.0313}{197.3270}=0.034957\ \text{fm}^{-1}. \]
The sphere has \(R=\sqrt{5/3}\times2.9=3.7439\) fm, small against the Bohr radius \(28.606\) fm, so \(x=0.13088\) and \(mR=1.9928\). The energy unit is \((Z\alpha)^2m=453038\) eV. The moments are \(\langle r^2\rangle=8.41\) fm², \(\langle r^3\rangle=26.238\) fm³ and \(\langle r^3\rangle_{(2)}=79.965\) fm³. The momentum integral in (27) is \(5.2337\) fm³, and \((48/\pi)\times5.2337=79.965\) fm³. For 1S,
\[ \Delta E^{(4)}=\tfrac23\times453038\times0.034957^2\times8.41=3104\ \text{eV}, \]
\[ \Delta E^{(5)}=-\tfrac13\times453038\times0.034957^3\times79.965=-515.9\ \text{eV}. \]
The ratio is \(-0.1662=-(80/63)\times0.13088\). The 2S terms are one eighth of these. All entries below are in eV.

| | 1S | 2S |
|---|---|---|
| leading | 3103.99 | 388.00 |
| cusp | −338.53 | −42.32 |
| second order | −177.33 | −22.17 |
| leading + Friar | 2588.13 | 323.52 |
| full first order | 2787.13 | 348.08 |
| exact Schrödinger | 2588.48 | 324.80 |

In round terms the 1S level moves up by 3.1 keV at leading order and Friar's term takes back 0.5 keV, two thirds of it from the cusp. The exact Schrödinger 2P shift is \(0.109\) eV. This describes 2P\(_{3/2}\), for which the static Dirac equation gives \(0.110\) eV, but not 2P\(_{1/2}\), for which it gives \(0.41\) eV.

The remainder, exact minus leading minus Friar, is \(1.28\) eV for 2S, or 0.3% of the leading term, and only \(0.35\) eV for 1S, or 0.01%. Both lie below \(x^2=0.017\), and the 1S value is far smaller than (4) promises. It is a cancellation. The full first-order integral exceeds leading plus cusp by \(2787.13-2765.46=21.67\) eV, while the exact shift minus full first order, \(2588.48-2787.13=-198.65\) eV, lies \(21.32\) eV below (16). The logarithm (18) alone would give \(0.4\times0.0171\times\ln(0.13088)\times3104\approx-43\) eV. That term makes the remainder negative as \(x\to0\), and it is positive here, so it passes through zero at some smaller \(x\). The accuracy of the 1S value is therefore not a property of (4) at other \(x\).

At fixed \(r_{\rm rms}\) the Friar term depends on the shape. The ratio \(\langle r^3\rangle_{(2)}/r_{\rm rms}^3\) is \(3.279\) for the sphere, \(3.475\) for a Gaussian and \(3.789\) for an exponential density, giving 1S terms of \(-516\), \(-547\) and \(-596\) eV. This spread of 80 eV, 2.6% of the leading term, belongs to the Friar term alone. At this \(x\) the higher orders also depend on the shape: the exact Schrödinger 1S shifts are \(2588\), \(2566\) and \(2532\) eV. Their spread of 56 eV equals the effect of a change of about 1.2% in the radius of the sphere.

The static Dirac equation with mass \(m\), used only as a gauge of relativistic effects, gives \(2619\) eV for 1S, 1.2% above the Schrödinger shift, and \(329.8\) eV for 2S, 1.5% above. This is comparable with \((Z\alpha)^2|\ln x|=0.004313\times2.03\approx0.009\) and well below the 17% of Friar's term. For electronic F\(^{8+}\) with the same nucleus the order is reversed. There \(x=6.37\times10^{-4}\), the leading 1S shift is \(3.6\times10^{-4}\) eV, and the ratio of Friar's term to it is \(-8.1\times10^{-4}\), far smaller in magnitude than the relativistic gauge \((Z\alpha)^2|\ln x|=0.004313\times7.36\approx0.03\), and smaller even than \((Z\alpha)^2=4.3\times10^{-3}\) without the logarithm, so the \((Z\alpha)^6\) relativistic terms must be included before the \((Z\alpha)^5\) term matters.

## Calculated quantities

```
sphere: <r^3>/R^3 = 0.500000, <r^3>_(2)/R^3 = 1.523810
int [j0(q)-1+q^2/6]/q^4 dq = 0.06544985, pi/48 = 0.06544985
x=1e-6 n=1 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
x=1e-6 n=2 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
x=1e-6 n=3 coefficients of x^3/(3n^3): cusp -1.00000 second -0.52382 total -1.52382
coefficient of x^2 ln x in relative remainder = 0.4000 (2<r^2>/3R^2 = 0.4000)
2P shift power of x = 3.9997
Dirac Za=1e-7 n=1 mR=0.02 coefficient -1.52368
Dirac Za=1e-7 n=1 mR=1 coefficient -1.52381
Dirac Za=1e-7 n=1 mR=5 coefficient -1.52381
Dirac Za=1e-7 n=2 mR=1 coefficient -1.52381
Z = 9, Za = 0.065676, (Za)^2 = 0.004313
r_rms = 2.9 fm (rough), M = 19 u (rough) = 17698 MeV
hbar c = 197.3270 MeV fm, m_mu = 105.6584 MeV, m_r = 105.0313 MeV
kappa = 0.034957 1/fm, Bohr radius = 28.606 fm
R = 3.7439 fm, x = kappa R = 0.13088, m_r R = 1.9928
(Za)^2 m_r = 453038.0 eV, point 1S binding = 226519.0 eV
<r^2> = 8.41 fm^2
sphere: <r^3>_(2)/rms^3 = 3.27872, <r^3> = 26.238 fm^3, <r^3>_(2) = 79.965 fm^3
sphere: q-integral = 5.2337 fm^3, Friar 1S = -515.86 eV
gauss: <r^3>_(2)/rms^3 = 3.47451, <r^3> = 29.960 fm^3, <r^3>_(2) = 84.740 fm^3
gauss: q-integral = 5.5462 fm^3, Friar 1S = -546.67 eV
expon: <r^3>_(2)/rms^3 = 3.78886, <r^3> = 35.202 fm^3, <r^3>_(2) = 92.407 fm^3
expon: q-integral = 6.0480 fm^3, Friar 1S = -596.12 eV
1S leading = 3103.99 eV, cusp = -338.53 eV, second = -177.33 eV
1S Friar = -515.86 eV, leading+Friar = 2588.13 eV, ratio = -0.1662
1S full first order = 2787.13 eV, exact Schroedinger = 2588.48 eV
1S exact-leading = -515.51 eV, exact-leading-Friar = 0.35 eV
1S static Dirac (mass m_r) = 2619.02 eV, Dirac/Schroedinger-1 = 0.0118
2S leading = 388.00 eV, cusp = -42.32 eV, second = -22.17 eV
2S Friar = -64.48 eV, leading+Friar = 323.52 eV, ratio = -0.1662
2S full first order = 348.08 eV, exact Schroedinger = 324.80 eV
2S exact-leading = -63.20 eV, exact-leading-Friar = 1.28 eV
2S static Dirac (mass m_r) = 329.82 eV, Dirac/Schroedinger-1 = 0.0155
2P exact Schroedinger shift = 0.1090 eV
electronic F8+: x = 6.3672e-04, 1S leading = 3.5743e-04 eV
electronic F8+: Friar/leading = -8.0854e-04
```
